# Part 1. From the missing site to the neighbour law

At 0.001 eV from the Dirac point, a site of perfect graphene with hopping 2.7 eV has a density of states of 2.5×10⁻⁵ per eV and spin. If one adjacent atom is removed, the same site has 1.81 per eV, about 72,000 times more. Going from 0.01 eV down to 0.001 eV raises this density by a factor of 5.7, not 10. Yet when the change is summed over all sites at a fixed nonzero energy, it is negative: −0.23 per eV at 0.1 eV.

The first two facts come from a local density that grows as 1/(|E| ln²E). The third shows that this positive law cannot be carried over to the total density. Both laws are derived here, the local one in this part and the total one in Part 2.

## Model and conventions

The lattice has one orbital per site and hopping −t, with t > 0, between nearest neighbours. Its two sublattices are A and B, and the vacancy is at the A site called 0. Energies are measured from the Dirac point and densities are per spin. The lattice is infinite, and this limit is taken before the broadening η in z = E + iη goes to zero from above.

The perfect Hamiltonian is H₀ and its Green function is g(z) = (z − H₀)⁻¹. Its element at site 0 is written G0 = g₀₀. A level ε contributes 1/(E − ε + i0), whose imaginary part is −πδ(E − ε), so the density on site j is

ρⱼ(E) = −(1/π) Im Gⱼⱼ(E + i0).

With k₁ and k₂ the phases gained in the two primitive translations, the sum over the three bonds is

f = 1 + exp(−ik₁) + exp(−ik₂).

In the basis (A, B), z − H₀ has diagonal elements z and off-diagonal elements tf and tf*. Inverting this 2×2 matrix and averaging its AA element over the zone gives

G0(z) = ⟨ z/(z² − t²|f|²) ⟩.

## An infinite site energy deletes the site

Add the potential U|0⟩⟨0|. The full Green function G obeys G = g + gVG, or in components

Gᵢⱼ = gᵢⱼ + gᵢ₀ U G₀ⱼ.

Setting i = 0 gives G₀ⱼ = g₀ⱼ/(1 − U G0). Inserting this result,

Gᵢⱼ = gᵢⱼ + gᵢ₀ T g₀ⱼ,  T = U/(1 − U G0) = 1/(1/U − G0).

For Im z > 0 the imaginary part of G0 is strictly negative, because each level contributes −Im z/|z − ε|² with a non-negative weight. Hence G0 is not zero, and at fixed z the limit U → ∞ is

T = −1/G0.

In this limit G₀ⱼ = g₀ⱼ − G0 g₀ⱼ/G0 = 0, so no amplitude reaches site 0. For i and j different from 0, apply z − H₀ to G from the left. The first term, g, gives δᵢⱼ. The second is proportional to δᵢ₀ and vanishes. Since G₀ⱼ = 0, site 0 can be left out of the matrix product, and G is therefore the Green function of the lattice with that site deleted.

For finite U the replacement needs |U G0| ≫ 1. Since G0 vanishes at the Dirac point, as shown below, any fixed finite U violates this condition close enough to E = 0.

## The site function as one integral

Define

s = −z²/t²,  F(s) = ⟨ 1/(s + |f|²) ⟩.

Taking −t² out of the denominator of G0 gives

G0(z) = −(z/t²) F(s).

Let s be positive at first. Write θ = k₁ and b = |1 + exp(−iθ)| = 2|cos(θ/2)|. If φ is k₂ measured from the phase of 1 + exp(−iθ), then

|f|² = 1 + b² + 2b cos φ.

The φ average has the form of the mean of 1/(A + B cos φ), with A = s + 1 + b² and B = 2b. For B > 0 put w = exp(iφ). The mean becomes

(1/2πi) ∮ 2 dw/(Bw² + 2Aw + B).

Since A > B, one pole lies inside the unit circle, at w = [−A + √(A² − B²)]/B. Its residue is 2/(2Bw + 2A) = 1/√(A² − B²), which is the mean; for B = 0 it reduces to 1/A as it should. Moreover

A² − B² = (A − B)(A + B) = [(b − 1)² + s][(b + 1)² + s].

With u = θ/2, the part of the range above π/2 repeats the part below it, so

F(s) = (2/π) ∫₀^(π/2) du / √{[(b − 1)² + s][(b + 1)² + s]},  b = 2 cos u.

## The logarithm and its cutoff

Multiplying out the two brackets gives

(b² − 1)² + 2s(b² + 1) + s².

At s = 0 the integrand diverges where b = 1, that is at u = π/3. Choose δ with √s ≪ δ ≪ 1 and treat |u − π/3| < δ separately.

In this inner region put x = u − π/3. Since b² − 1 = 4cos²u − 1 has slope −4 sin(2π/3) = −2√3, the product is 12x² + 4s to leading order. The inner integral is

∫₋δ^δ dx/√(12x² + 4s) = (1/√3) arsinh(√3 δ/√s)
 → (1/√3) ln(2√3 δ/√s)
 = [1/(2√3)] ln(12δ²/s).

Outside this region s can be dropped, leaving 1/|b² − 1|. With v = tan u, du = dv/(1 + v²) and

b² − 1 = 4/(1 + v²) − 1 = (3 − v²)/(1 + v²),

so du/|b² − 1| = dv/|3 − v²|. The slope of tan u at π/3 is 4, and the two outer ranges end at v = √3 − 4δ and start at v = √3 + 4δ. The lower range gives

∫₀^(√3−4δ) dv/(3 − v²) = [1/(2√3)] ln[(√3 + v)/(√3 − v)] at the upper end
 → [1/(2√3)] ln[√3/(2δ)].

The upper range, with primitive [1/(2√3)] ln[(v − √3)/(v + √3)], gives the same value. Together they contribute [1/(2√3)] ln[3/(4δ²)].

Adding the inner and outer parts removes δ:

[1/(2√3)] {ln(12δ²/s) + ln[3/(4δ²)]} = [1/(2√3)] ln(9/s).

After multiplication by 2/π,

F(s) → [1/(√3π)] ln(9/s).

The number 9 fixes the energy scale in the logarithm as 3t. It has not been fitted.

## The remainder

The total density needs the derivative of F, so the neglected terms must also be small after differentiation. Let D(x) be the zone density of x = |f|². Then

F(s) = ∫₀⁹ dx D(x)/(x + s),

and D(x) = (1/π) Im F(−x − i0). Put ε = √x with ε < 1. In the u integral, (b − 1)² − ε² is negative for |b − 1| < ε, and there the reciprocal root acquires a factor +i. Using du = db/√(4 − b²) in magnitude and b = 1 + ε sin α,

D = (2/π²) ∫ dα / √{(4 − b²)[(b + 1)² − ε²]},  −π/2 < α < π/2.

At ε = 0 this gives D(0) = (2/π²)(π/√12) = 1/(√3π). Changing α to −α has the same effect as changing ε to −ε, so D is even in ε and has a power series in x near zero.

For a small fixed x₀, write D(x) = [D(x) − D(−s)] + D(−s) in the range 0 < x < x₀. The bracket cancels the pole at x = −s and leaves a function analytic in s. The second term gives D(−s) ln[(x₀ + s)/s]. Therefore

F(s) = −D(−s) ln s + Q(s),

with Q analytic near s = 0. Comparison with the previous result fixes Q(0), and the correction to [1/(√3π)] ln(9/s) is of order s ln s. It may be differentiated term by term.

## On the real axis

For Im z > 0, s never lies on the negative real axis, since a negative s would need a real z. Starting from z = iy, where s is positive, F can thus be continued through the upper half-plane. For E > 0, z² approaches E² from above the real axis and s approaches −E²/t² from below, so ln s = ln(E²/t²) − iπ. For E < 0 the sign of iπ is reversed. With

L(E) = ln(9t²/E²) = 2 ln(3t/|E|),

the retarded site function near the Dirac point is

G0(E) = −E [L + iπ sgn E]/(√3π t²).

Its imaginary part gives the perfect density ρ₀ = |E|/(√3π t²). At 0.1 eV this is 0.1/(5.441 × 7.29) = 0.00252 per eV, as printed. The real part is larger than the imaginary part by L/π, and this ratio produces the squared logarithm below.

## The density beside the vacancy

Let site 1 be one of the three neighbours of site 0. The 00 element of (z − H₀)g = 1 is

z G0 + t(g₁₀ + g₂₀ + g₃₀) = 1.

The neighbours are equivalent by threefold symmetry, so

g₁₀ = (1 − z G0)/(3t).

H₀ is real and symmetric, which gives g₀₁ = g₁₀. The T matrix then adds

ΔG₁₁ = −(1 − E G0)²/(9t² G0)
 = −[1/G0 − 2E + E² G0]/(9t²).

The middle term is real, and the last one is smaller than the first by the factor |E G0|², which is of order E⁴L²/t⁴. To evaluate the first, multiply numerator and denominator by L − iπ sgn E:

1/G0 = −√3π t² (L − iπ sgn E)/[E(L² + π²)].

Its imaginary part is +√3π² t²/[|E|(L² + π²)], where sgn E/E = 1/|E| was used. Multiplication by −1/(9t²) and then by −1/π leaves a positive density,

Δρ₁ = π / {3√3 |E| [L² + π²]}.

When L ≫ π, the π² can be dropped and L² = 4 ln²(3t/|E|), so

Δρ₁ → π / [12√3 |E| ln²(3t/|E|)].

This is the 1/(|E| ln²E) divergence. It holds on both sides of the Dirac point.

At 0.001 eV, L = 17.999 and L² + π² = 333.8. The law gives 3.1416/(5.196 × 0.001 × 333.8) = 1.811 per eV. At 0.01 eV, L² + π² = 189.3, so the growth over this decade is 10 × 189.3/333.8 = 5.67. The logarithm accounts for the missing part of the factor of ten.

The bare squared logarithm converges slowly, because its relative excess over the law is π²/L². Relative to the full density on the neighbour it is 3.8 percent too large at |E|/t = 10⁻³ and still 1.1 percent at 10⁻⁶. In code the π² should be kept.

The divergence has a finite area. From dL = −2 dE/E for E > 0, the weight in |E| < ε is

2∫₀^ε Δρ₁ dE = [π/(3√3)] ∫_(L(ε))^∞ dL/(L² + π²)
 = arctan[π/L(ε)]/(3√3).

For ε = 0.1 eV it is 0.066 states per spin. This weight vanishes as ε → 0. A separate delta function at the Dirac point would need a term proportional to 1/z in ΔG₁₁. Instead, z ΔG₁₁ → −z/(9t²G0) = π/[3√3 ln(9/s)], which tends to zero with z. The neighbour density therefore contains no delta function there.

# Part 2. The total density, and what limits the law

Part 1 used hopping −t, a vacancy at A site 0, the perfect Green function g with site element G0, and T = −1/G0. With L = ln(9t²/E²), it found near the Dirac point

G0 = −E[L + iπ sgn E]/(√3π t²) = −(z/t²)F(s),  s = −z²/t²,

F = [1/(√3π)] ln(9/s) + O(s ln s).

The neighbour of the vacancy gains π/{3√3|E|[L² + π²]}. The perfect density per site is ρ₀ = |E|/(√3π t²). All densities are per spin.

## Other sites

On a B site j, gⱼ₀ is a zone average of −tf, or its conjugate, times a phase and 1/(z² − t²|f|²). Near each Dirac point |f| is linear in the distance q from that point. As z → 0 the integrand becomes of order 1/q, which is integrable in two dimensions. The region where q is comparable with |E| contributes at most a term of order E, as follows by scaling q with E. Hence gⱼ₀(0) is finite. It is also real, since H₀ is real and the density at E = 0 vanishes.

The added Green function is −gⱼ₀²/G0. Using the imaginary part of 1/G0 from Part 1,

Δρⱼ = √3π t² gⱼ₀(0)² / {|E| [L² + π²]}.

For a nearest neighbour, gⱼ₀(0) = 1/(3t) and the earlier result returns. If gⱼ₀(0) happens to vanish on some site, this leading term is absent there. The formula is for a fixed site as E → 0, not for a distance that grows as E falls.

On another A site l, the numerator tf is replaced by z. The small-q integral is then of order E∫dq/q, cut off at q of order |E|, so gₗ₀ = O(E ln|E|). Since G0 is of the same order, the added term −gₗ₀²/G0 is also O(E ln|E|) and vanishes. The divergence lives on the sublattice opposite to the missing atom.

The amplitudes gⱼ₀(0) also form a zero-energy state. At z = 0 the definition of g reads −H₀g|0⟩ = |0⟩, so H₀ acting on this vector vanishes on every site except 0. The vector has no A component. Deleting site 0 therefore leaves a solution of H_vψ = 0, where H_v is the vacancy Hamiltonian. In a periodic cell of 29 × 29 unit cells with one vacancy, 1681 sites in all, diagonalization finds one zero mode, with weight 3×10⁻³⁰ on the vacancy's sublattice, which is rounding error.

In the infinite lattice the sum of ψⱼ² equals the zone average of 1/(t²|f|²), which diverges logarithmically. The mode cannot be normalized, and this is why no fixed site acquires a delta function.

## The sum over all sites

Sum the added Green function over every site, including 0:

ΔTr G = −(1/G0) Σᵢ g₀ᵢ gᵢ₀ = −(g²)₀₀/G0.

Differentiating g = (z − H₀)⁻¹ gives dg/dz = −g². Therefore

ΔTr G = G0′/G0 = d ln G0/dz.

Now insert G0 = −(z/t²)F. Since s is proportional to z², d ln(9/s)/dz = −2/z, and near the Dirac point

ΔTr G = 1/z − 2/[z ln(9/s)].

The first term gives δ(E). On the real axis, away from E = 0, the second is −2/{E[L + iπ sgn E]}. Its imaginary part is +2π/{|E|[L² + π²]}, and the factor −1/π makes the density negative. At E = 0 it adds no delta function, because z times this term tends to zero. The total added density is

Δρ_total = δ(E) − 2/{|E| [L² + π²]}.

At 0.1 eV the law gives −0.2296 per eV and the derivative of ln G0 without the low-energy expansion gives −0.2298 per eV.

Integrating as for the neighbour, but with coefficient 2 in place of π/(3√3), gives the net number of added states in |E| < ε:

N(ε) = 1 − (2/π) arctan[π/L(ε)].

For ε = 0.1 eV, L = 8.789 and N = 1 − 0.6366 × 0.3433 = 0.781. The vacancy creates one state at zero and removes 0.219 from the surrounding continuum in this window. Over all finite energies the change is −1: for large |z|, G0 → 1/z and ΔTr G → −1/z. That is the orbital sent to infinite energy.

The signs were tested off the real axis, at z = 0.3i t. There z ΔTr G is 0.5293 from the eigenvalues of the 1681-site cell and 0.5293 from the infinite-lattice formula d ln G0/dz. A delta function without the negative continuum would give 1.

## Why the order of limits matters

The positive local densities and the negative total do not contradict each other. At energy E, the fixed-site formula holds only at distances well below R = ħv/|E|, where v is the Dirac velocity. At 0.1 eV the added density on the B sites is already about 15 percent below the formula at R/4 (11 to 19 percent, depending on the site). It changes sign near R/2 and is negative at R. There the E = 0 amplitudes no longer describe the finite-energy waves.

A leading-logarithm estimate shows how the delta function forms. Within radius R, the sum of gⱼ₀(0)² is roughly the zone average of 1/(t²|f|²) restricted to t|f| > ε, with ε = ħv/R. Since |f|² has density 1/(√3π) near zero, this sum is about L(ε)/(√3π t²). The energy integral of 1/{|E|[L² + π²]} over |E| < ε is (1/π) arctan[π/L(ε)], or about 1/L(ε). Multiplying these two results by √3π t² gives

weight within R and |E| < ħv/R ≈ L(ε) × 1/L(ε) = 1.

As R grows, one state remains in a disc of growing size and in an energy window that shrinks to zero. Summed over all sites first, it is a delta function; on any fixed site its share tends to zero. The same ordering is needed in a simulation: a broadening smaller than the level spacing resolves the cell's zero mode, not the infinite-lattice local law.

## Second-neighbour hopping acts like a finite site energy

Let the real lattice also have hopping −t′ between second neighbours, and delete site 0 as before. Two steps with H_v, divided by t², count paths through a common neighbour. Each pair of second neighbours has one such path, unless the common neighbour was the missing atom. The diagonal element is the number of remaining nearest neighbours: 3 in general and 2 beside the vacancy.

Let P project on the three atoms beside the vacancy, and let |f⟩ be their normalized symmetric combination (this f is a state, not the bond sum). The matrix 3|f⟩⟨f| has all nine elements equal to 1, so it is P plus the three pair links missing from H_v². The second-neighbour matrix N is therefore

N = (H_v²/t² − 3 + P) + (3|f⟩⟨f| − P)
 = H_v²/t² − 3 + 3|f⟩⟨f|.

Adding −t′N to H_v gives

H = H_v − t′H_v²/t² + 3t′ − 3t′|f⟩⟨f|.

This identity was tested on an explicit 10 × 10 periodic cell with t′ = 0.04t and held element by element within the tolerance set, 10⁻⁵ of the element plus 10⁻¹² t. The constant 3t′ moves the Dirac point, from which E is now measured. For states at |E| = 0.05 eV and the values below, the quadratic term is only about 3×10⁻⁵ eV. It reaches 9t′ = 0.9 eV at the band edges, and the local potential mixes in some of those states, so its smallness at low energy does not by itself justify leaving it out. Keeping it in full, however, still puts the resonance at −0.051 eV, and it is dropped here. What remains is an attractive potential −3t′ on |f⟩.

In the perfect lattice, site 0 couples to |f⟩ with matrix element −√3t. Eliminating all other sites gives G0 = 1/(E − 3t²G_ff), where G_ff belongs to the vacancy lattice with t′ = 0. Thus

G_ff = (E − 1/G0)/(3t²) ≈ −1/(3t²G0).

The attractive potential changes this to G_ff/(1 + 3t′G_ff), which becomes

(1/3t²) × 1/(t′/t² − G0).

A finite site energy U gives the same form: its T matrix is 1/(1/U − G0), and the squared coupling of |f⟩ to site 0 is 3/(3t)² = 1/(3t²). At low energy, t′ therefore acts as

U_eff = t²/t′.

For positive t′ the resonance lies below the shifted Dirac point; for negative t′ the spectrum is the mirror image and it lies above. Take t′ positive. Write E = −ε and c = √3π t′. The density is proportional to ε/[(c − εL)² + π²ε²]. The real part of the denominator vanishes at εL = c, but the maximum is displaced because the width also changes with energy. Setting the derivative of the reciprocal to zero, with dL/dε = −2/ε, gives

(c/ε)² − 4(c/ε) − (L² − 4L + π²) = 0,

ε_peak = c/{2 + √[(L − 2)² + π²]}.

As E → 0, G0 is negligible beside t′/t² and the added density falls in proportion to |E|. The divergence has become a resonance.

## Graphene-like numbers

Take t = 2.7 eV, t′ = 0.1 eV and bond length a = 0.142 nm. The values of t and a are rough values for graphene. The value of t′ is only illustrative, and its sign matters. Local-density π bands of graphene have a conduction band wider than the valence band, which in this convention corresponds to a negative t′ of roughly −0.2 eV. Reversing the sign of t′ mirrors every result for t′ below about the Dirac point, and t′ = −0.2 eV puts the resonance near +0.12 eV. Equating the perfect density per site with that of two Dirac cones shared by two sites, A_c|E|/[2π(ħv)²] with A_c = 3√3a²/2, gives ħv = 3ta/2 = 0.575 eV nm.

The root of Re G0 = t′/t² is at −0.054 eV and the resonance maximum at −0.051 eV. The peak formula, with c = 0.544 eV and L = 10.15, also gives 0.051 eV. The equivalent site energy is 7.29/0.1 = 72.9 eV. Even U = 100 eV, with t′ = 0, leaves the peak at −0.035 eV.

The effect on the local density is large. At 0.001 eV the second-neighbour term reduces the neighbour density from 1.81 per eV to roughly ρ₀/[9t²(t′/t²)²] = 0.002 per eV. At 0.1 eV the ideal addition is 0.069 per eV on either side, while the resonance form gives about 0.29 per eV below the Dirac point and 0.028 above it. The ideal law requires |E|L ≫ √3π t′ = 0.54 eV. At 0.3 eV the left side is 1.98 eV, less than four times larger, so for this t′ the ideal law is not yet quantitative there.

Three other scales matter:

- **Vacancy spacing.** At 19.7 nm, or 3.0×10¹¹ cm⁻², ħv/spacing is 0.029 eV. Around and below this energy, vacancies should not be treated as isolated.
- **Temperature.** At 300 K, kT = 0.026 eV. The energy derivative of the Fermi function has full width at half maximum of about 3.5kT = 0.09 eV, wider than the distance of the resonance from the Dirac point.
- **Repulsion.** In mean field, one electron in the zero mode raises the opposite-spin level by the on-site repulsion times Σ|ψ|⁴, with ψ normalized. For a rough 4 eV and the mode of an 80 × 80 cell at zero supercell momentum, this is 4 × 0.01805 = 0.072 eV. Doubling the cell length lowers it by 0.016 eV, because the slowly decaying mode spreads. The mode also changes with supercell momentum: averaged over all momenta, with one electron per vacancy, the shift at the original spacing is about 0.046 eV. The single-momentum value is thus only a rough scale for this spacing.

A real missing carbon atom also leaves dangling sigma bonds, and the atoms around it relax. Neither effect is included or sized here. The 1/(|E| ln²E) law is thus a result for the ideal π-electron lattice, not a prediction of the low-energy spectrum of a real vacancy.

## Use in code

For complex z, evaluate the u integral of Part 1 with a separate principal square root for each bracket. Neither bracket then crosses the cut when Im z > 0.

On the real axis, let ε = |E|/t < 0.5. For |b − 1| < ε use b = 1 + ε sin α; this gives Im F. On the two outer sides use b = 1 ± ε cosh α, which removes the inverse-square-root endpoint. For b > 1.5, return to u to remove the endpoint at b = 2. These outer pieces give Re F. For E > 0, G0 = −(E/t²)F; for E < 0, use G0(E) = −G0(|E|)*.

With 60 and 120 Gauss–Legendre nodes per piece, the neighbour density at 0.01 eV differs by 8×10⁻¹⁷ per eV. The full neighbour density follows without a low-energy expansion from

ρ₁ = −(1/π) Im[G0 − (1 − E G0)²/(9t²G0)].

This expression includes the perfect background, which the asymptotic law leaves out. At 0.3 eV it gives 0.0453 per eV against 0.0378 from the law; the perfect density of 0.0076 accounts for the difference to about 0.0001 per eV. Further values and convergence data are in the numerical output.

Computed results

```
hopping t = 2.70 eV, cutoff 3t = 8.10 eV
bond length = 0.142 nm, hbar*v = 0.575 eV nm
Neighbour site, density of states per eV per spin:
 E = 0.300 eV: L = 6.592, perfect lattice 7.594e-03 /eV
   with vacancy 0.0453, law 0.0378, bare ln^2 law 0.0464 /eV
 E = 0.100 eV: L = 8.789, perfect lattice 2.522e-03 /eV
   with vacancy 0.0719, law 0.0694, bare ln^2 law 0.0783 /eV
 E = 0.010 eV: L = 13.394, perfect lattice 2.521e-04 /eV
   with vacancy 0.3197, law 0.3194, bare ln^2 law 0.3370 /eV
 E = 0.001 eV: L = 17.999, perfect lattice 2.521e-05 /eV
   with vacancy 1.8111, law 1.8110, bare ln^2 law 1.8662 /eV
Bare ln^2 law, relative error:
 |E|/t = 1e-03: 3.84 percent
 |E|/t = 1e-06: 1.11 percent
 |E|/t = 1e-12: 0.30 percent
Total added continuum at 0.1 eV: exact -0.2298 /eV, law -0.2296 /eV
Net states within +-0.1 eV (law) = 0.7815 per spin
Neighbour peak weight within +-0.1 eV (law) = 0.0661 per spin
Integrated neighbour weight, 1e-6 t to 0.03 t, both signs: quadrature 0.04323, law 0.04307
Supercell: 1681 sites, zero modes = 1, weight on vacancy sublattice = 3.4e-30
z*(added trace) at z = 0.3i t: cell 0.5293, infinite lattice 0.5293 (delta alone: 1)
Convergence:
 zone mesh 750 to 1500, shift of t*G0 at 0.3 t = 6.5e-06
 mesh 1500 minus real-axis t*G0 = 1.1e-04
 quadrature 60 to 120 nodes, neighbour density at 0.01 eV: 8.2e-17 /eV
Neglected effects:
 second-neighbour hopping 0.10 eV: peak at -0.0506 eV, root of Re G0 = tp/t^2 at -0.0544 eV
 equivalent site energy t^2/tp = 72.9 eV: peak at -0.0506 eV
 finite site energy 100 eV: peak at -0.0347 eV
 temperature 300 K: kT = 0.0259 eV, 3.5 kT = 0.0905 eV
 vacancy spacing 19.7 nm (2.98e+11 cm^-2): hbar*v/spacing = 0.0292 eV
 zero-mode sum |psi|^4: 0.01805 (80 cells), 0.01400 (160 cells)
 spin splitting for 4.0 eV repulsion = 0.0722 eV, shift on doubling cell = -0.0162 eV
```
